# Most informative pulse length for the capture time of a trap

## The form of the answer

A trap in a gate dielectric is empty when a stress pulse of length $t$ begins. It captures a carrier at a constant rate $1/\tau$, and after the pulse one reads whether it is charged. If emission plays no part, $t$ and $\tau$ are the only times in the problem. The probability of a charged trap can then depend only on their ratio

$$x=\frac{t}{\tau}.$$

The Fisher information about $\tau$ is the mean square of a derivative with respect to $\tau$ of a logarithm, so it has the dimension of an inverse time squared. For one pulse it must therefore read

$$I_1(t,\tau)=\frac{J(x)}{\tau^2},\qquad(1)$$

with $J$ dimensionless. At fixed $\tau$, a maximum over $t$ is a maximum of $J$ over $x$. If there is one, the best pulse length is a pure number times the capture time.

The function $J$ is also the information about $\ln\tau$, because $\partial/\partial\ln\tau=\tau\,\partial/\partial\tau$ multiplies the information by $\tau^2$. Since this factor does not contain $t$, the best length is the same for $\tau$, $\ln\tau$ or the rate $1/\tau$.

## Assumptions and theorem

1. One trap is observed. Under stress it captures with the constant rate $1/\tau$.
2. Emission is negligible during the pulse and up to the reading.
3. Between pulses the trap is emptied, so that each pulse starts with an empty trap and the $N$ results are independent.
4. Each reading gives one of two results, charged or empty, without error. The instant of capture is not seen.
5. All pulses have the same length, and their number $N$ is held fixed when lengths are compared.

Assumptions 2 and 3 together require an emission time that is long compared with the pulse and the delay before reading, but short compared with the recovery period. A recovery much longer than the pulse can achieve this even with equal emission rates at the two bias levels; slower emission at the stress bias makes it easier. Assumption 3 also needs capture at the recovery bias to be much slower than emission there; otherwise some pulses start charged however long the recovery lasts. If emission were negligible throughout, a trap once charged would stay charged, and later pulses would tell nothing new.

**Theorem.** Under assumptions 1 to 5 the Fisher information about $\tau$ has a single maximum as a function of the pulse length, at

$$t^*=x^*\tau,\qquad x^*=2+W_0(-2e^{-2})=1.5936,\qquad(2)$$

where $W_0$ is the principal branch of the Lambert function, the inverse of $w\mapsto we^w$ for $w\ge-1$.

## Two lemmas

**Lemma 1.** The probability of a charged trap after one pulse is $p=1-e^{-x}$.

*Proof.* Let $f(s)$ be the probability that the trap is charged at time $s$ after the pulse begins. Only an empty trap can capture, and nothing is emitted, so

$$\frac{df}{ds}=\frac{1-f}{\tau},\qquad f(0)=0.$$

The empty probability $1-f$ obeys $d(1-f)/ds=-(1-f)/\tau$ and starts at 1. Hence $1-f(s)=e^{-s/\tau}$, and $s=t$ gives the result. ∎

**Lemma 2.** The information from $N$ pulses is $I_N=NJ(x)/\tau^2$ with

$$J(x)=\frac{x^2}{e^x-1}.\qquad(3)$$

*Proof.* Let $k$ of the $N$ readings be charged. Apart from a term without $\tau$, the log-likelihood is

$$\ell=k\ln p+(N-k)\ln(1-p).$$

Its derivative, the score, is

$$\frac{\partial\ell}{\partial\tau}=\frac{\partial p}{\partial\tau}\left[\frac{k}{p}-\frac{N-k}{1-p}\right]=\frac{\partial p}{\partial\tau}\,\frac{k-Np}{p(1-p)}.$$

In the last step the bracket was put over a common denominator: $k(1-p)-(N-k)p=k-Np$. The count has mean $Np$ and variance $Np(1-p)$, so the mean squared score is

$$I_N=\left(\frac{\partial p}{\partial\tau}\right)^2\frac{Np(1-p)}{p^2(1-p)^2}=\frac{N}{p(1-p)}\left(\frac{\partial p}{\partial\tau}\right)^2.$$

From $p=1-e^{-t/\tau}$ and $\partial(-t/\tau)/\partial\tau=t/\tau^2$,

$$\frac{\partial p}{\partial\tau}=-\frac{t}{\tau^2}e^{-t/\tau}=-\frac{x}{\tau}e^{-x}.\qquad(4)$$

The sign is negative because a slower trap is charged less often. Substitution gives

$$I_N=\frac{N}{\tau^2}\,\frac{x^2e^{-2x}}{(1-e^{-x})e^{-x}}=\frac{N}{\tau^2}\,\frac{x^2e^{-x}}{1-e^{-x}}=\frac{N}{\tau^2}\,\frac{x^2}{e^x-1}.\;∎$$

## Proof of the theorem

For $x>0$ the function $J$ is positive, so it rises and falls with its logarithm:

$$\frac{d\ln J}{dx}=\frac2x-\frac{e^x}{e^x-1}=\frac2x-\frac1{1-e^{-x}}=\frac{g(x)}{x(1-e^{-x})},\qquad(5)$$

$$g(x)=2(1-e^{-x})-x.$$

The denominator is positive, so $g$ fixes the sign. We have $g(0)=0$, $g'(x)=2e^{-x}-1$ and $g'(0)=1$. Thus $g$ rises from zero until $x=\ln2$ and falls from there on, towards $-\infty$. It has one positive root $x^*$, is positive before it and negative after it. So $J$ rises up to $x^*$ and falls beyond it, which makes $x^*$ the single maximum.

At the root $x-2=-2e^{-x}$. Multiplying by $e^{x-2}$ gives

$$(x-2)e^{x-2}=-2e^{-2},$$

so $x-2$ is a value of the Lambert function at $-2e^{-2}$. One real solution is $x-2=-2$, the root $x=0$ of $g$. To identify the other, note that $g(1)=1-2/e>0$ and $g(2)=-2e^{-2}<0$. Hence $1<x^*<2$ and $-1<x^*-2<0$, which lies in the range $w\ge-1$ of the principal branch. This is equation (2). ∎

**Corollary.** At the best length

$$p^*=\frac{x^*}{2}=0.797,\qquad J^*=x^*(2-x^*)=0.648.\qquad(6)$$

*Proof.* The condition $g(x^*)=0$ says $1-e^{-x^*}=x^*/2$, which is $p^*$. Then $e^{-x^*}=(2-x^*)/2$, and

$$e^{x^*}-1=\frac{1-e^{-x^*}}{e^{-x^*}}=\frac{x^*}{2-x^*}.$$

Inserting this in (3) gives $J^*$. ∎

The best pulse therefore charges the trap in about 80 % of the trials, not in half of them. The variance of a single reading is largest at one half, but what counts is this variance set against the squared sensitivity of $p$ to $\tau$.

## Why both short and long pulses are poor

For $x\ll1$, $e^x-1\approx x$ and $J\approx x$. Few pulses charge the trap. The mean count is about $Nx$, its relative fluctuation is $1/\sqrt{Nx}$, and this passes directly to $\tau$.

For $x\gg1$, $J\approx x^2e^{-x}$. Now the information lies in the few pulses that leave the trap empty. Their mean number is $Ne^{-x}$, with relative fluctuation $1/\sqrt{Ne^{-x}}$. The logarithm of this mean changes by $x\,\delta\tau/\tau$ when $\tau$ changes by $\delta\tau$, so the relative error of $\tau$ is $1/(x\sqrt{Ne^{-x}})$. The factor $x^2$ helps, but the exponential wins.

The length has to be chosen before $\tau$ is known. At least 90 % of $J^*$ is kept for $1.004\le t/\tau\le2.345$. With $t=x^*\tau_g$ set from a guess $\tau_g$, this means $0.63\le\tau_g/\tau\le1.47$. Half the best length keeps 80.5 % of the information and twice the best length 67.5 %. For an error by a factor of two, the pulse that is too short is thus the better one. To reach the same large-$N$ error one needs $1/0.805=1.24$ times as many pulses in the first case and $1/0.675=1.48$ times as many in the second.

## The estimate and its error

The score vanishes at $k=Np$. Setting $k/N=1-e^{-t/\hat\tau}$ and solving for $\hat\tau$ gives the maximum-likelihood estimate

$$\hat\tau=-\frac{t}{\ln(1-k/N)},\qquad 0<k<N.\qquad(7)$$

For $k=0$ there is no finite estimate; for $k\to N$ it tends to zero. For large $N$ the fluctuation of $k/N$ is small and (7) can be linearized, $\delta\hat\tau=\delta(k/N)/(\partial p/\partial\tau)$. The variance is then

$$\frac{p(1-p)}{N(\partial p/\partial\tau)^2}=\frac1{I_N},\qquad\text{so}\qquad\frac{\sigma_{\hat\tau}}{\tau}\to\frac1{\sqrt{NJ}}.\qquad(8)$$

At the best length this is $1.243/\sqrt N$. At finite $N$ the estimate is slightly biased and the least root-mean-square error need not fall at $x^*$. Summing the squared relative error over the binomial distribution, with $k=0$ left out and $k=N$ given the estimate zero, puts the minimum at $t/\tau=1.594$ for $N=4000$. The shift from $x^*$ is below 0.001.

## When another quantity is held fixed

**Proposition 1 (fixed laboratory time).** Let each cycle contain, besides the pulse, an off-time $d\,\tau$ for reading and emptying. The information per laboratory time has a single maximum for $d>0$. It lies below $x^*$ and tends to $x^*$ as $d\to\infty$. For $d=0$ there is no maximum: the shorter the pulse, the better.

*Proof.* The number of cycles in a given time is proportional to $1/(x+d)$, so $J/(x+d)$ is to be maximized. By (5) its logarithmic derivative vanishes when

$$\frac2x-\frac1{x+d}=\frac1{1-e^{-x}}.$$

The left side equals $(x+2d)/[x(x+d)]$. Multiplying by $x$,

$$1+\frac d{x+d}=\frac x{1-e^{-x}}.\qquad(9)$$

For $d>0$ the left side falls from 2 towards 1. The right side rises from 1 without limit, since its derivative has the sign of $1-e^{-x}-xe^{-x}=e^{-x}(e^x-1-x)>0$. They cross once, and the derivative of the information per time changes there from positive to negative. At $x^*$ the right side is 2 by (6), while the left side is below 2, so the crossing comes earlier. As $d\to\infty$ the left side tends to 2 and the crossing to $x^*$. For $d=0$ the left side is 1 and the right side is larger at every $x>0$, so $J/x$ falls throughout. ∎

For large $d$ the shift follows by linearizing. The derivative of (5) is $-2/x^2+e^{-x}/(1-e^{-x})^2$. With (6) it becomes, at $x^*$,

$$-\frac2{x^{*2}}+\frac{2-x^*}2\,\frac4{x^{*2}}=-\frac{2(x^*-1)}{x^{*2}}.$$

This times the shift must equal $1/(x^*+d)\approx1/d$, hence

$$x_d\approx x^*-\frac{x^{*2}}{2(x^*-1)\,d}=x^*-\frac{2.14}{d}.\qquad(10)$$

For $d=1$, where (10) does not apply, equation (9) gives $x=0.91$.

**Proposition 2 (no emptying).** If the trap starts empty but is never emptied during $M$ pulses, and is read after each, the total information about $\ln\tau$ is

$$J_M=(1-e^{-Mx})\frac{x^2e^x}{(e^x-1)^2}.\qquad(11)$$

*Proof.* A pulse informs only if the trap is still empty when it starts; then it contributes $J$. The scores of successive pulses have zero mean given the past, so their cross terms average to zero and the contributions add. Pulse number $j+1$ finds an empty trap with probability $e^{-jx}$, and

$$J_M=J\sum_{j=0}^{M-1}e^{-jx}=J\,\frac{1-e^{-Mx}}{1-e^{-x}}.$$

With $1/(1-e^{-x})=e^x/(e^x-1)$ and (3) this is (11). ∎

For $M=10$ the best length is $0.48\,\tau$ and the total is 0.973. Ten pulses of length $t^*$ with emptying give 6.48. Assumption 3 thus changes both the optimum and the amount of information.

**Proposition 3 (capture instant seen).** If the instant of capture within the pulse is recorded, the information about $\ln\tau$ is $1-e^{-x}$ per pulse, and no finite length is best.

*Proof.* A capture at time $u\tau$ has the log-density $-\ln\tau-u$. With the measured time $u\tau$ held fixed, $\partial u/\partial\ln\tau=-u$, so the score is $u-1$. A pulse without capture has log-probability $-x$ and score $x$. The mean square is

$$\int_0^x(u-1)^2e^{-u}du+x^2e^{-x}.$$

Since $-(u^2+1)e^{-u}$ has the derivative $(u-1)^2e^{-u}$, the integral is $1-(x^2+1)e^{-x}$, and the sum is $1-e^{-x}$, which rises throughout. ∎

The optimum at $x^*$ thus belongs to a reading taken after the pulse. At that length the two-valued reading holds $0.648/0.797=81\,\%$ of what the capture instant would give.

## Worked example

Take numbers in the regime of a hole trap in the gate dielectric of a small p-channel transistor under negative bias-temperature stress. All device values are rough. The dielectric is 2.2 nm thick and drops 1.5 V, a field of 6.8 MV/cm, at 398 K. The capture time at stress is $\tau=2.0$ ms. Each of $N=400$ cycles has 2.0 s at low bias, where the emission time is 0.2 s. The best length is

$$t^*=1.5936\times2.0\ \text{ms}=3.19\ \text{ms},$$

and the expected count is $400\times0.7968=318.7$. Suppose that 319 readings are charged. Then $1-319/400=0.2025$, and (7) gives

$$\hat\tau=\frac{3.187\ \text{ms}}{-\ln0.2025}=2.00\ \text{ms}.$$

The large-$N$ relative error is $1/\sqrt{400\times0.6476}=6.21\,\%$, or 0.12 ms. The binomial sum gives 6.24 % at this length, 6.99 % at half of it and 7.67 % at twice it, with $N$ held fixed.

The measurement takes $400\times(2.0+0.0032)$ s $=13.4$ min, of which 1.3 s is stress. The off-time is $d=1000$ capture times, so (10) predicts a shift of $-0.002$; the solution of (9) is 1.5915. Here a fixed number of pulses and a fixed laboratory time ask for practically the same length.

## What real devices change

Suppose a neglected effect changes the charged probability by a small $\delta q$, while (7) is still used. By (4), $\partial p/\partial\ln\tau=-xe^{-x}$, so the estimate moves by

$$\frac{\delta\hat\tau}{\tau}\approx-\frac{\delta q}{xe^{-x}}.\qquad(12)$$

*Emission during stress.* With emission time $\tau_e$ the charged probability is $(1-e^{-(1/\tau+1/\tau_e)t})/(1+\tau/\tau_e)$. To first order in $\tau/\tau_e$,

$$\delta q=-\frac{\tau}{\tau_e}\left[1-(1+x)e^{-x}\right].$$

At $x^*$ equation (12) gives $+1.46\,\tau/\tau_e$. For $\tau_e=2.0$ s this is $+0.15\,\%$, so emission is indeed negligible here.

*Emission before reading.* A delay of 1.0 ms at low bias keeps the fraction $e^{-1/200}$ of the charged traps, and the estimate rises by 1.2 %. This loss also moves the optimum. If a fraction $\delta$ of the charges is lost, $q=(1-\delta)p$, and the information is $J$ times

$$\frac{(1-\delta)e^{-x}}{\delta+(1-\delta)e^{-x}},$$

which falls with $x$. The maximum therefore moves to shorter pulses: empty readings caused by emission hide the rare ones that tell of slow capture.

*Other effects.* A short-lived intermediate state of 0.02 ms on the way to the charged state, counted as empty if the pulse ends there, adds 0.6 %. Noise of 0.8 mV against a trap step of 5.0 mV, judged at half the step, adds 0.16 %. Incomplete emptying, with a capture time of 1000 s at low bias, changes the estimate by $-0.015\,\%$, mostly through capture at low bias rather than through the finite recovery time. A device 0.5 K too hot, with a capture barrier of 0.6 eV, gives $-2.2\,\%$. A stress voltage 2.0 mV too large in magnitude, with a decade of capture time per 300 mV, gives $-1.5\,\%$.

The effects differ in sign and partly cancel; their separate magnitudes add up to 5.9 %, close to the worst case for this example, against a statistical error of 6.2 %. More pulses reduce only the statistical error, so if many more are used, these biases must be corrected or controlled. With emission, delay, incomplete emptying, noise and the intermediate state acting together, and their parameters known, the best length is $1.54\,\tau$, 3 % below the ideal one. Keeping the ideal length costs less than 0.1 % of the information. For an assumed mean breakdown time of $10^5$ s and a constant hazard, the chance of breakdown during the test is about $10^{-5}$.

Capture and emission times of oxide traps spread over many decades, so 2 ms is one possible case and not a typical mean. Emptying has to be checked for each trap: one whose emission time at low bias is comparable with or longer than the recovery period starts many pulses charged. So does one whose capture time at low bias is not much longer than its emission time there. Equation (7) then gives too short a capture time, and the factor 1.59 is no longer exact. If several independent traps are counted as one, with a reading called charged when any of them is charged, (7) gives the mean time to the first capture among them, not the capture time of one trap. The rule $t=1.59\,\tau$ is for a single, identified trap that is emptied in each cycle, read after the pulse, and keeps its charge during the pulse and up to the reading, with the number of pulses fixed or the recovery much longer than the capture time. Emission shortens the best pulse quickly: a loss of $\delta=0.1$ before the reading moves it to $1.17\,\tau$, and an emission time at stress of $10\,\tau$ moves it to $1.32\,\tau$. The numerical output below lists the values used here.

## Table of computed values

```
best pulse length / capture time: 1.5936
same, maximized from the definition: 1.5936
charged fraction at the optimum: 0.7968
largest J per pulse: 0.6476
relative error times sqrt(N) at optimum: 1.2426
information kept at half the best length: 80.5 %
information kept at twice the best length: 67.5 %
90 % range of t/tau: 1.004 to 2.346
best t/tau, off-time equal to one tau: 0.9105
best t/tau, 10 pulses without emptying: 0.483
total J, 10 pulses without emptying: 0.973
total J, 10 best pulses with emptying: 6.476
least-error t/tau, exact sum, 4000 pulses: 1.5944
-- example inputs (rough) --
capture time at stress: 2.0 ms; pulses: 400
temperature: 398 K; recovery per cycle: 2.0 s
oxide: 2.2 nm, voltage drop 1.5 V
oxide field: 6.8 MV/cm
emission time, low bias: 0.2 s; stress: 2.0 s
capture time at low bias: 1000 s
delay before reading: 1.0 ms
intermediate state life: 0.020 ms
trap step: 5.0 mV; rms noise: 0.8 mV
barrier: 0.6 eV; temperature error: 0.5 K
voltage per decade of capture time: 300 mV
gate voltage error: 2.0 mV
mean time to breakdown (cautious): 1e+05 s
-- example results --
best pulse length: 3.187 ms
expected charged readings: 318.7 of 400
estimate from 319 charged readings: 1.996 ms
relative error, Fisher bound: 6.21 %
relative error, exact sum, best length: 6.24 %
relative error, exact sum, half length: 6.99 %
relative error, exact sum, double length: 7.67 %
total stress time: 1.275 s
total measuring time: 13.35 min
off-time / capture time: 1000
best t/tau per laboratory time: 1.5915
-- neglected effects: change of the estimated capture time --
emission during stress: +0.146 %
emission before reading: +1.230 %
incomplete emptying: -0.015 %
misreading by noise: +0.163 %
intermediate state: +0.635 %
temperature error: -2.171 %
gate voltage error: -1.523 %
sum of magnitudes: 5.88 %
chance of one misreading: 8.89e-04
best t/tau with trap and reading effects together: 1.5445
information lost by keeping the ideal length: 0.063 %
chance of breakdown in the whole test: 1.3e-05
```
